\section*{How much argon kinetic energy can one silicon atom receive?}

\section*{Question}

I am trying to understand the argon step in directional atomic layer etching of silicon. As a first model, a $50\ \mathrm{eV}$ argon atom hits one silicon atom, which is free and at rest, and the collision is elastic. I want the largest fraction of the argon kinetic energy that the silicon atom can receive.

With masses $m=39.948\ \mathrm{u}$ for argon and $M=28.085\ \mathrm{u}$ for silicon, I find that the kinetic energy of relative motion is
\[
E_{\rm rel}=\frac{M}{m+M}E=20.6\ \mathrm{eV}.
\]
The rest belongs to the motion of the centre of mass, which the collision cannot change. Does this mean that silicon can receive at most $41$ percent of the energy? And do I need the force between the atoms to find the maximum?

\section*{Answer}

The $41$ percent is not a limit on the transfer. It limits how much kinetic energy can be turned into another form, such as potential energy at closest approach. The centre-of-mass energy is indeed constant, but it is not the property of the argon atom: after the collision, silicon can carry a large part of it. The maximum follows from the two conservation laws, without a detailed force law.

\subsection*{Transfer at a given recoil angle}

Let $v$ be the initial argon speed, $\mathbf p$ its momentum with $p=mv$, and $E=p^2/2m$. Let $\mathbf P$ be the final silicon momentum, at angle $\phi$ to $\mathbf p$. All velocities are measured in the laboratory, where silicon starts at rest. The atoms are far enough apart before and after the collision for their interaction energy to vanish.

Momentum conservation leaves argon with $\mathbf p-\mathbf P$. Energy conservation then gives
\begin{align}
\frac{p^2}{2m}
&=\frac{|\mathbf p-\mathbf P|^2}{2m}+\frac{P^2}{2M}\\
&=\frac{p^2-2pP\cos\phi+P^2}{2m}+\frac{P^2}{2M}.
\end{align}
Subtract $p^2/2m$ from both sides and use $p/m=v$:
\begin{equation}
0=\frac{P^2}{2}\left(\frac1m+\frac1M\right)-vP\cos\phi
=P\left(\frac{P}{2\mu}-v\cos\phi\right),
\qquad \mu=\frac{mM}{m+M}.
\end{equation}
The root $P=0$ describes no transfer. The other root is
\begin{equation}
P=2\mu v\cos\phi .
\end{equation}
Since $P$ is a magnitude, $\cos\phi$ cannot be negative, so the recoil angle is at most $90^\circ$. The energy received by silicon is
\begin{align}
T=\frac{P^2}{2M}
&=\frac{2\mu^2v^2\cos^2\phi}{M}
=\frac{2m^2M}{(m+M)^2}\,v^2\cos^2\phi\\
&=\frac{4mM}{(m+M)^2}\left(\frac12mv^2\right)\cos^2\phi .
\end{align}
Therefore
\begin{equation}
\frac{T}{E}=f\cos^2\phi,\qquad f=\frac{4mM}{(m+M)^2}.
\label{eq:f}
\end{equation}
The largest value is $f$, at $\phi=0$.

This value can be reached. In a head-on collision under a central force, all motion stays on one line. If the repulsion is strong enough to stop the atoms from passing through each other, it pushes silicon forward, so $P\neq0$ and the second root applies.

\subsection*{The number}

The masses give
\begin{equation}
f=\frac{4(39.948)(28.085)}{(39.948+28.085)^2}
=\frac{4487.8}{4628.5}=0.9696 .
\end{equation}
The maximum is thus about $97$ percent. For $E=50\ \mathrm{eV}$, silicon receives
\[
T_{\max}=0.9696\times50\ \mathrm{eV}=48.5\ \mathrm{eV}
=7.77\times10^{-18}\ \mathrm{J}.
\]

What argon keeps follows from
\begin{equation}
1-f=\frac{(m+M)^2-4mM}{(m+M)^2}
=\left(\frac{m-M}{m+M}\right)^2=0.0304,
\end{equation}
or $1.52\ \mathrm{eV}$. Its final velocity is $v-P/m=v(m-M)/(m+M)$. This is positive because argon is heavier: argon continues forward, slowing from $15.54$ to $2.71\ \mathrm{nm/ps}$.

The formula is unchanged when $m$ and $M$ are exchanged. Equal masses give $f=1$, while a very unequal pair gives approximately four times the ratio of the lighter to the heavier mass. Argon and silicon transfer energy well because their masses are fairly close.

\subsection*{Where the 41 percent argument fails}

The centre of mass moves at $V=mv/(m+M)$. Seen from it, silicon initially moves at $-V$. A head-on elastic collision reverses this to $+V$, so the laboratory speed of silicon becomes $2V$. Its energy is
\begin{equation}
\frac12M(2V)^2=\frac{2Mm^2v^2}{(m+M)^2}=fE,
\end{equation}
as before. Your $20.6\ \mathrm{eV}$ is the energy stored in the repulsion at the head-on turning point, where both atoms move at $V$. The repulsion then returns it as kinetic energy.

\subsection*{What the force law does determine}

The force law determines which recoil angle belongs to a given impact parameter $b$, the sideways offset of the incoming path. To find this relation, I integrated Newton's equations with the Ziegler--Biersack--Littmark repulsion. In Gaussian form,
\begin{align}
U(r)&=\frac{Z_1Z_2e^2}{r}\sum_{i=1}^{4}c_i e^{-d_ir/a},
&a&=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
\end{align}
where $Z_1=18$, $Z_2=14$, $a_0$ is the Bohr radius, $c_i=(0.1818,0.5099,0.2802,0.02817)$ and $d_i=(3.2,0.9423,0.4029,0.2016)$. At $50\ \mathrm{eV}$ the results are:

\begin{center}
\begin{tabular}{ccc}
$b$ (nm) & $\phi$ (degrees) & $T/E$\\
\hline
0.00 & 0.0 & 0.970\\
0.03 & 16.8 & 0.889\\
0.06 & 33.0 & 0.682\\
0.10 & 52.6 & 0.358
\end{tabular}
\end{center}

Each row agrees with Eq.~\eqref{eq:f}; for example, $0.9696\cos^2(33.0^\circ)=0.682$. Halving the screening length $a$ leaves the head-on fraction at $0.9696$. With this repulsion, every sideways offset gives less than the maximum, so $97$ percent must not be used as an average transfer.

\subsection*{If silicon is already moving}

Let silicon have initial velocity $u=sv$ along the argon path, with $s<1$ so that argon catches it. The relative kinetic energy is conserved, so a head-on collision reverses the relative velocity. If silicon gains momentum $P$, the relative velocity changes from $v-u$ to $v-u-P/\mu$. Setting this equal to $-(v-u)$ gives $P=2\mu(v-u)$. The energy gained by silicon is
\begin{align}
\Delta T&=\frac{(Mu+P)^2-(Mu)^2}{2M}
=P\left(u+\frac{P}{2M}\right)\\
&=\frac{2mM}{m+M}(v-u)\,\frac{mv+Mu}{m+M}.
\end{align}
Division by $E=mv^2/2$ gives
\begin{equation}
\frac{\Delta T}{E}=f(1-s)\left(1+\frac{M}{m}s\right).
\end{equation}
The derivative with respect to $s$ vanishes at $s=(M-m)/(2M)$. There the two brackets are $(m+M)/(2M)$ and $(m+M)/(2m)$, whose product is $1/f$. The gain is then all of $E$, and argon stops. For this pair, silicon would have to approach at $3.28\ \mathrm{nm/ps}$. The condition ``at rest'' is thus part of the $97$ percent result.

Thermal motion is much slower. For a harmonic atom of angular frequency $\omega$, half the mean energy is kinetic, so along one axis
\begin{equation}
M\langle u^2\rangle=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_{\rm B}\Theta},
\end{equation}
where $\Theta$ is the temperature. This includes zero-point motion. With a rough phonon energy $\hbar\omega=0.04\ \mathrm{eV}$ and $\Theta=300\ \mathrm{K}$, the root-mean-square speed is $0.325\ \mathrm{nm/ps}$. The head-on fraction becomes $0.963$ for silicon receding at this speed and $0.975$ for silicon approaching at it.

\subsection*{If the collision is not elastic}

Suppose an energy $Q$ goes into electronic excitation. Adding it to the final energy changes the balance to
\begin{equation}
\frac{P^2}{2\mu}-vP\cos\phi+Q=0 .
\end{equation}
The larger root is
\begin{equation}
P=\mu\left(v\cos\phi+\sqrt{v^2\cos^2\phi-2Q/\mu}\right).
\end{equation}
It grows with $\cos\phi$, so the maximum is still at $\phi=0$. Since $E_{\rm rel}=\mu v^2/2$,
\begin{equation}
\left(\frac{T}{E}\right)_{\max}
=f\left[\frac{1+\sqrt{1-Q/E_{\rm rel}}}{2}\right]^2 .
\end{equation}
Here $E_{\rm rel}$ does set a limit: $Q$ cannot exceed it. A loss of $1.1\ \mathrm{eV}$, roughly the silicon band gap, lowers the maximum from $0.970$ to $0.944$. The gap belongs to the solid, not to a free atom, and serves here only as a scale for $Q$. The number shows the effect of one such excitation, not its probability.

\subsection*{What this says about etching}

An argon energy of $50\ \mathrm{eV}$ is a rough typical value for directional atomic layer etching of silicon. There the projectile is an Ar$^+$ ion. Its mass, and so $f$, is practically the same, but its charge and any electron exchange with the surface are left out of this model. The real target is a bonded surface, often covered with chlorine, so the isolated pair is the assumption most clearly broken. With the screened repulsion used above, the head-on turning point lies at $0.13\ \mathrm{nm}$, about half the distance between neighbouring silicon atoms, and other atoms may take part before the collision is over. This repulsion is a general fit to many atom pairs and is only approximate at such low energies. The distances here and the angles in the table share that uncertainty; the maximum for an isolated pair does not. For scale, PBE density-functional energies of the neutral Ar--Si pair, with both silicon $3p$ electrons across the axis, put the turning point at $0.135\ \mathrm{nm}$ (def2-SVP basis) or $0.133\ \mathrm{nm}$ (def2-TZVP), the energy at $0.20\ \mathrm{nm}$ at $1.5$ or $1.3\ \mathrm{eV}$, and the recoil angles (def2-SVP) about $1$ to $3$ degrees below the table. With one $3p$ electron along the axis, def2-SVP gives $0.140\ \mathrm{nm}$ and $4.3\ \mathrm{eV}$. The turning point is thus good to about $0.01\ \mathrm{nm}$, while the $2.7\ \mathrm{eV}$ quoted below is uncertain by about a factor of two.

A simple estimate of binding ties silicon to its site by a spring with the same $\hbar\omega=0.04\ \mathrm{eV}$. I compared head-on collisions at the same argon energy and the same outgoing separation, $0.20\ \mathrm{nm}$. By then argon has lost $0.959E$ if silicon is free and $0.967E$ if it is tied, a change of $0.008E$. The model interaction energy is still $2.7\ \mathrm{eV}$ at that point, so neither value is a final transfer. The estimate covers only the first encounter. By then the tied atom has moved $0.13\ \mathrm{nm}$ and its spring holds about $9\ \mathrm{eV}$, more than a real surface bond can store. Such a spring never breaks, and would later pull silicon back into the argon atom. One spring also cannot represent collisions with several atoms, whose effect I have not estimated.

The maximum recoil energy is about ten times a rough surface binding energy of $4.7\ \mathrm{eV}$. This does not mean that the atom leaves: under normal incidence, a head-on recoil points into the solid. Removal needs further collisions to turn momentum outward, or energy passed to other surface atoms. The $97$ percent figure is therefore neither a sputter yield nor an etch rate.

Relativity is negligible here, since $E/(mc^2)=1.3\times10^{-9}$. The numerical output below lists the main values.

\section*{Computed values}
\begin{verbatim}
Argon mean atomic mass: 39.9480 u
Silicon mean atomic mass: 28.0850 u
Argon initial energy: 50.0 eV
Argon initial speed: 15.541 nm/ps
Maximum fraction, formula: 0.96959 (dimensionless)
Maximum fraction, formula: 96.96 percent
Maximum fraction, trajectory: 0.96959 (dimensionless)
Same, half screening length: 0.96959 (dimensionless)
Maximum energy received by Si: 48.480 eV
Maximum energy received by Si: 7.767e-18 J
Energy left to Ar, trajectory: 1.520 eV
Final forward Ar speed: 2.710 nm/ps
Initial relative energy: 20.641 eV
Head-on closest approach: 0.1305 nm
Impact 0.00 nm: recoil angle 0.00 deg, fraction 0.9696
Impact 0.03 nm: recoil angle 16.79 deg, fraction 0.8887
Impact 0.06 nm: recoil angle 32.99 deg, fraction 0.6821
Impact 0.10 nm: recoil angle 52.57 deg, fraction 0.3582
Temperature: 300 K
Rough phonon energy: 0.040 eV
Rms Si speed along axis: 0.325 nm/ps
Fraction, Si receding at rms speed: 0.9633
Fraction, Si approaching at rms speed: 0.9753
Approach speed that stops Ar: 3.282 nm/ps
Fraction at that approach speed: 1.00000
Rough gap excitation loss: 1.10 eV
Maximum fraction with that loss: 0.9436
Binding comparison separation: 0.20 nm
Potential at that separation: 2.743 eV
Ar energy loss there, free Si: 0.9589 of E
Ar energy loss there, tethered Si: 0.9673 of E
Rough surface binding energy: 4.70 eV
Maximum recoil/binding: 10.31 (ratio)
Relativity size E/(mc^2): 1.34e-09 (ratio)
Maximum to stationary electron: 2.746 meV
\end{verbatim}
